# The band gap of Bernal bilayer graphene under a layer bias

**Question.** A dual-gated transistor has a channel of Bernal-stacked bilayer graphene. Its four sites per cell are A1, B1 in layer 1 and A2, B2 in layer 2, with B1 directly facing A2. The coupling of this facing pair is $\gamma_1=0.39$ eV. An electron has potential energy $+U/2$ in layer 1 and $-U/2$ in layer 2, with $U=0.25$ eV. This is the actual difference between the layers, screening included. Near the corner K of the Brillouin zone, at wavevector $\mathbf q$ from K, the minimal model in the order (A1, B1, A2, B2) is

$$
H=\begin{pmatrix}U/2&\pi^*&0&0\\ \pi&U/2&\gamma_1&0\\ 0&\gamma_1&-U/2&\pi^*\\ 0&0&\pi&-U/2\end{pmatrix},\qquad |\pi|=p=\hbar v q .
$$

Take $\hbar v=0.660$ eV nm, layer spacing $d=0.335$ nm, and zero net charge. Spin-orbit coupling is neglected.

## (a) Find the four bands.

**Answer.** Write $\pi=pe^{i\varphi}$ and the amplitudes as $(e^{-i\varphi}a_1,\,b_1,\,a_2,\,e^{i\varphi}b_2)$. The phases cancel in every row, so the energies depend on $p$ alone. With $h=U/2$,

$$
\begin{aligned}
(E-h)a_1&=pb_1, & (E-h)b_1&=pa_1+\gamma_1a_2,\\
(E+h)b_2&=pa_2, & (E+h)a_2&=pb_2+\gamma_1b_1 .
\end{aligned}
$$

For $E\neq\pm h$, eliminate $a_1$ and $b_2$. The remaining two equations have a solution when

$$
\left(E-h-\frac{p^2}{E-h}\right)\left(E+h-\frac{p^2}{E+h}\right)=\gamma_1^2 .
$$

Multiplying by $(E-h)(E+h)$ gives the full determinant condition. Both sides are then polynomials, so it holds at $E=\pm h$ too:

$$
[(E-h)^2-p^2][(E+h)^2-p^2]=\gamma_1^2(E^2-h^2).
$$

Let $x=p^2$. The left side is $(E^2-h^2)^2-2x(E^2+h^2)+x^2$. Collecting powers of $E^2$,

$$
E^4-2ME^2+(x-h^2)^2+\gamma_1^2h^2=0,\qquad M=x+h^2+\tfrac12\gamma_1^2. \tag{1}
$$

The discriminant follows from a difference of squares:

$$
\begin{aligned}
M^2-(x-h^2)^2-\gamma_1^2h^2
&=(2x+\tfrac12\gamma_1^2)(2h^2+\tfrac12\gamma_1^2)-\gamma_1^2h^2\\
&=\tfrac14\gamma_1^4+x(\gamma_1^2+4h^2).
\end{aligned}
$$

Since $4h^2=U^2$, define $S=\gamma_1^2+U^2$. The bands are $\pm E_-$ and $\pm E_+$, where

$$
E_\pm^2=\frac{\gamma_1^2}{2}+\frac{U^2}{4}+x\pm s,\qquad s=\sqrt{\frac{\gamma_1^4}{4}+Sx}. \tag{2}
$$

For $U\neq0$ the two roots $E^2$ of (1) have a positive sum and a positive product, so neither vanishes. Each wavevector has two negative and two positive energies. Neutral graphene supplies one electron per site, which fills the two negative bands, and the gap is twice the minimum of $E_-$.

## (b) Is the gap equal to the splitting at K? Derive its value.

**Answer.** At K, $x=0$ and $s=\gamma_1^2/2$, so $E_-=U/2=0.125$ eV. The inner splitting there is $U$. The outer energy is $\sqrt{\gamma_1^2+U^2/4}=0.4095$ eV and belongs to the coupled pair B1–A2.

K is not the band edge. For small $x$, $s\simeq\gamma_1^2/2+Sx/\gamma_1^2$, hence

$$
E_-^2\simeq\frac{U^2}{4}+x-\frac{\gamma_1^2+U^2}{\gamma_1^2}x
=\frac{U^2}{4}-\frac{U^2}{\gamma_1^2}x ,
$$

which decreases away from K. To find the global minimum, use $s$ as the variable. From (2), $x=(s^2-\gamma_1^4/4)/S$, so

$$
\begin{aligned}
E_-^2&=\frac{\gamma_1^2}{2}+\frac{U^2}{4}-\frac{\gamma_1^4}{4S}+\frac{s^2}{S}-s\\
&=\frac{\gamma_1^2}{2}+\frac{U^2}{4}-\frac{S}{4}-\frac{\gamma_1^4}{4S}+\frac{(s-S/2)^2}{S}\\
&=\frac{\gamma_1^2(S-\gamma_1^2)}{4S}+\frac{(s-S/2)^2}{S}
=\frac{\gamma_1^2U^2}{4S}+\frac{(s-S/2)^2}{S}. \tag{3}
\end{aligned}
$$

As $x$ grows from zero, $s$ grows without bound from $\gamma_1^2/2$. This starting value is below $S/2$, so the square does reach zero. Therefore

$$
E_g=\frac{U\gamma_1}{\sqrt{\gamma_1^2+U^2}},\qquad
p_0^2=\frac{S^2-\gamma_1^4}{4S}=\frac{U^2(2\gamma_1^2+U^2)}{4S}. \tag{4}
$$

The edges of both bands lie on the same ring $p=p_0$. The velocity sets the radius of the ring but not the gap.

## (c) Show that the gap is about 0.21 eV, and examine weak and strong bias.

**Answer.** Here $S=0.1521+0.0625=0.2146\ \text{eV}^2$ and $\sqrt S=0.4632$ eV. Thus

$$
E_g=\frac{0.25\times0.39}{0.4632}\ \text{eV}=0.2105\ \text{eV}\approx210\ \text{meV}.
$$

Equation (4) also gives

$$
p_0=\sqrt{\frac{0.0625\times0.3667}{4\times0.2146}}\ \text{eV}=0.163\ \text{eV},
$$

a ring of radius $p_0/\hbar v=0.247\ \text{nm}^{-1}$. The conduction edge, at 0.105 eV, lies 20 meV below the inner energy at K.

For $U\ll\gamma_1$, $E_g\simeq U(1-U^2/2\gamma_1^2)$, and the gap follows the bias. For $U\gg\gamma_1$ it saturates at $\gamma_1$. With $\gamma_1$ fixed, numerical minimization of the diagonalized bands gives 0.0496, 0.2105 and 0.3633 eV at $U=0.05$, 0.25 and 1.00 eV.

The saturation has a direct meaning. At strong bias the valence cone of layer 1 crosses the conduction cone of layer 2 at $E=0$, $p=U/2$. The crossing states are $(a_1,b_1)=(1,-1)/\sqrt2$ and $(a_2,b_2)=(1,1)/\sqrt2$. The coupling joins $b_1$ to $a_2$, so its matrix element has magnitude $\gamma_1/2$. It splits the crossing by $\gamma_1$, however large $U$ becomes within this limit of the model.

## (d) Estimate the mid-gap tunnelling factor through a uniform 20 nm channel.

**Answer.** Take normal incidence, so $x=p_x^2$, and continue $p_x$ to complex values. At $E=0$, equation (1) becomes $(x-h^2)^2=-\gamma_1^2h^2$, or

$$
p_x^2=\frac{U^2}{4}\pm\frac{i\gamma_1U}{2}.
$$

Put $p_x=\alpha+i\beta$. The real part gives $\alpha^2-\beta^2=U^2/4$, and the modulus gives $\alpha^2+\beta^2=|p_x^2|$. Subtracting,

$$
\beta^2=\frac12\left[\frac U2\sqrt{\gamma_1^2+\frac{U^2}{4}}-\frac{U^2}{4}\right]
=\frac{0.125\times0.4095-0.0156}{2}\ \text{eV}^2 .
$$

Hence $|\beta|=0.133$ eV, and the amplitude decay constant is $\kappa=|\beta|/\hbar v=0.202\ \text{nm}^{-1}$. The probability factor is

$$
e^{-2\kappa L}=e^{-2\times0.202\times20}\approx3\times10^{-4}.
$$

With the skew hopping $\gamma_3$ of part (f) and the full lattice dispersion in place of the linear one, the factor lies between about $2.9\times10^{-4}$ and $3.9\times10^{-4}$, depending on the crystal direction of the current. This range refers to the most slowly decaying mode and to the sign of $\gamma_3$ stated in part (f). With the opposite sign it runs from about $2.8\times10^{-4}$ to $5.5\times10^{-4}$. This is the exponential factor alone. Contact matching, other angles and other energies are needed for a current.

## (e) What displacement field must the gates supply?

**Answer.** The bias moves electrons towards layer 2, and their field opposes the applied one. Let $P_2$ be the weight of the two filled states in layer 2. The total weight is 2, so the excess is $P_2-1$. Because $\partial H/\partial U$ is $+\tfrac12$ on layer 1 and $-\tfrac12$ on layer 2, the filled-state energy $-(E_++E_-)$ obeys

$$
-\frac{\partial(E_++E_-)}{\partial U}=\frac{(2-P_2)-P_2}{2}=1-P_2 .
$$

With two spins and two valleys, the transferred density at zero temperature is

$$
n_s=4\int_0^\infty\frac{q\,dq}{2\pi}\,\frac{\partial(E_++E_-)}{\partial U}
\approx4.9\times10^{12}\ \text{cm}^{-2},
$$

the integral being done numerically. About 5% of it comes from $p>3$ eV, where the conical model is no longer reliable.

Place layer 1 above layer 2. Electrons have higher energy in layer 1, so the electric potential is lower there and the field between the layers points up, with magnitude $U/(ed)$. Going up through layer 2, whose charge is $-en_s$, lowers the displacement from its outside value $D$ to $D-en_s$. Equating this to $\epsilon_0\epsilon_iU/(ed)$, with $\epsilon_i$ the interlayer permittivity, gives

$$
\frac{D}{\epsilon_0}=\epsilon_i\frac{U}{ed}+\frac{en_s}{\epsilon_0}.
$$

For $\epsilon_i=1$ this is $7.46+8.86=16.3$ MV/cm. For $\epsilon_i=2$ it is 23.8 MV/cm. The skew hoppings listed in part (f), omitted here, would raise $n_s$ by about 9% and each of these two fields by about 0.8 MV/cm for the sign of $\gamma_3$ stated there, and by about 4% and 0.3 MV/cm for the opposite sign. The uncertain interlayer permittivity matters more than these hoppings or the 5% tail.

The field in a gate insulator of relative permittivity $\kappa_r$ is $D/(\epsilon_0\kappa_r)$. The two values of $\epsilon_i$ give 0.8 and 1.2 MV/cm for $\kappa_r=20$, against a rough breakdown field of 4 MV/cm. For $\kappa_r=3.9$ they give 4.2 and 6.1 MV/cm, against roughly 10 MV/cm. At fixed $D$ and fixed insulator thickness, the high-k layer also needs the smaller voltage. This comparison does not include leakage or trapped charge.

## (f) How far do omitted hoppings, temperature and non-uniform bias change the picture?

**Answer.** Use rough graphene values: in-plane hopping $\gamma_0=3.1$ eV, lattice constant 0.246 nm, skew hoppings $\gamma_3=0.30$ eV (A1–B2) and $\gamma_4=0.14$ eV (A1–A2 and B1–B2), and a site shift of 0.02 eV on the facing pair. Diagonalizing the lattice model at fixed $U$ and $\gamma_1$ changes the gap by $-15.8$ meV for $\gamma_3$ alone, and by $-0.2$ meV for each of the other two terms alone. Together they leave 0.194 eV, 8% below the minimal-model value. Doubling the wavevector mesh in both directions moves this by less than 0.01 meV. The hopping integrals are taken as $-\gamma_0$, $+\gamma_1$, $-\gamma_3$ and $+\gamma_4$. The sign of the A1–B2 hopping relative to $\gamma_1$ is an assumption here. Reversing it leaves these gap changes the same to the digits shown, but it alters the $\gamma_3$ corrections quoted in parts (d) and (e).

The effect of $\gamma_3$ can be traced. In the phase-free amplitudes of part (a), its matrix element is $(\gamma_3/\gamma_0)pe^{3i\varphi}$. To first order it shifts each edge by an amount proportional to $a_1b_2\cos3\varphi$. Both amplitudes are nonzero on the ring, so the conduction edge falls in some directions and the valence edge rises in some directions. The gap between the extrema narrows.

At 300 K, $k_BT=0.0259$ eV and $E_g/k_BT=8.1$. With the Fermi level at mid-gap, the minimal model gives $7.5\times10^{10}$ thermal electrons per cm², against $5.9\times10^{11}$ at $U=0$. The reduction is a factor of 7.8, much weaker than $e^{E_g/2k_BT}\approx59$. One contribution is the ring. Near the edge, (3) gives $E-E_g/2\propto(s-S/2)^2$, while $x$ varies linearly with $s$. The density of states therefore grows as $(E-E_g/2)^{-1/2}$ towards the edge and places many states where thermal occupation is largest.

A bias of 0.25 eV is strong for a real dual-gated bilayer, and real devices break the assumption of a uniform $U$. For slow variations, differentiating (4) gives

$$
\frac{dE_g}{dU}=\frac{\gamma_1}{\sqrt S}-\frac{U^2\gamma_1}{S^{3/2}}=\frac{\gamma_1^3}{S^{3/2}}\approx0.60 .
$$

An illustrative local change of 20 meV in $U$ thus moves the minimal-model gap by about 12 meV. With all the hoppings and the site shift listed above, the lattice gap moves by about 10 meV. Disorder can also shift both layers together or create states inside the gap. The formula does not describe those effects. Even without them, the activation energy differs from the gap: with the Fermi level at mid-gap, the minimal-model carrier density near 300 K has an activation energy of about 0.12 eV, close to half the gap. For both reasons, 0.21 eV should not be read as the activation energy of a device's current. The numerical output below lists the parameters and the main results.

## Table of computed values

```
layer energy difference U = 0.250 eV
dimer coupling g1 = 0.390 eV
in-plane hopping g0 (rough) = 3.10 eV
lattice constant a (rough) = 0.246 nm
layer spacing d (rough) = 0.335 nm
hbar*v = 0.6604 eV nm
S = g1^2+U^2 = 0.2146 eV^2
sqrt(S) = 0.4632 eV
inner energy at K = 0.1250 eV
outer energy at K = 0.4095 eV
ring p0 = 0.1634 eV
ring radius q0 = 0.2474 1/nm
band-edge energy = 0.1052 eV
GAP = 0.2105 eV = 210.5 meV
edge below K-point energy by 19.8 meV
minimized gap at U = 0.05 eV: 0.0496 eV
minimized gap at U = 0.10 eV: 0.0969 eV
minimized gap at U = 0.25 eV: 0.2105 eV
minimized gap at U = 0.50 eV: 0.3075 eV
minimized gap at U = 1.00 eV: 0.3633 eV
minimized gap at U = 8.00 eV: 0.3895 eV
rough g3, g4, dimer shift = 0.30, 0.14, 0.02 eV
gap change from g3: -15.84 meV
gap change from g4: -0.23 meV
gap change from shift: -0.20 meV
gap change from all: -16.38 meV
lattice gap, all terms = 0.1941 eV
smallest direct gap, all terms = 0.1949 eV
gap shift on doubling mesh = -0.0043 meV
kT at 300 K = 0.02585 eV; gap/kT = 8.14
thermal electrons, U=0: 5.902e+11 cm^-2
thermal electrons, U=0.25 eV: 7.524e+10 cm^-2
thermal density ratio = 7.8
mid-gap Im p = 0.1334 eV
mid-gap decay constant = 0.2019 1/nm
tunnel factor, 20 nm channel = 3.11e-04
layer charge transfer n_s = 4.895e+12 cm^-2
n_s relative quadrature shift = -9.1e-07
share of n_s from p > 3 eV = 4.71 %
bare interlayer field U/(e d) = 7.46 MV/cm
screening field e n_s/eps0 = 8.86 MV/cm
D/eps0, interlayer eps 1: 16.32 MV/cm
  high-k (kappa 20.0) field 0.82 MV/cm; rough breakdown 4 MV/cm
  low-k (kappa 3.9) field 4.18 MV/cm; rough breakdown 10 MV/cm
D/eps0, interlayer eps 2: 23.78 MV/cm
  high-k (kappa 20.0) field 1.19 MV/cm; rough breakdown 4 MV/cm
  low-k (kappa 3.9) field 6.10 MV/cm; rough breakdown 10 MV/cm
```
